# Kinetic temperature of a collisionless gas between two diffuse plates

A rarefied monatomic gas fills a gap of 0.2 mm between a plate at 600 K and a plate at 300 K. If its atoms do not collide with one another, and if each plate re-emits atoms at its own temperature, the kinetic temperature of the gas is 424 K everywhere in the gap. This is 26 K below the arithmetic mean of 450 K. Yet the mean energy carried by an atom across the gap is that of atoms effusing from a gas at 450 K. The two numbers differ because slow atoms stay longer in the gap: they count for more in the gas present there, but not in a count of crossings.

## The model

The plates lie at \(z=0\) (temperature \(T_1\)) and \(z=h\) (temperature \(T_2\)), and are much wider than \(h\). The atoms have mass \(m\), no internal energy, no external force on them and no mutual collisions. The state is steady and there is no mean flow. The plates are fully diffuse with full thermal accommodation: an atom leaves plate \(i\) with no memory of its arrival, with the velocity distribution of atoms effusing from an equilibrium gas at \(T_i\).

With zero mean velocity, the kinetic temperature \(T\) is defined by the energy density,

\[
\tfrac32 nkT=\int \tfrac12 mv^2 f\,d^3v ,\qquad n=\int f\,d^3v ,
\]

where \(f(z,\mathbf v)\) is the number of atoms per volume and velocity volume. The claim is \(T=\sqrt{T_1T_2}\) at every \(z\).

## First derivation: two streams in velocity space

Without forces and collisions the steady kinetic equation is

\[
v_z\,\frac{\partial f}{\partial z}=0 .
\]

For \(v_z\neq0\), \(f\) therefore does not depend on \(z\). Atoms moving exactly parallel to the plates never meet a wall; they are left out, since they occupy no volume in velocity space. Atoms with \(v_z>0\) come from plate 1 and those with \(v_z<0\) from plate 2, so

\[
f=2n_i\left(\frac{m}{2\pi kT_i}\right)^{3/2}e^{-mv^2/2kT_i},
\]

with \(i=1\) for \(v_z>0\) and \(i=2\) for \(v_z<0\). The factor 2 makes \(n_i\) the actual density of stream \(i\), which fills half of velocity space. Hence \(n=n_1+n_2\).

The integrals over \(v_x\) and \(v_y\) give unity in the particle flux of a stream, and what remains is

\[
\Gamma_i=2n_i\sqrt{\frac{m}{2\pi kT_i}}\int_0^\infty v_z e^{-mv_z^2/2kT_i}dv_z
=2n_i\sqrt{\frac{m}{2\pi kT_i}}\,\frac{kT_i}{m}
=n_i\sqrt{\frac{2kT_i}{\pi m}} .
\]

The energy involves only squares of velocity components. Its half-space average equals the full Maxwellian average, so stream \(i\) has energy density \(\tfrac32n_ikT_i\).

No mean flow means \(\Gamma_1=\Gamma_2\equiv\Gamma\), and thus

\[
n_1\sqrt{T_1}=n_2\sqrt{T_2},\qquad
\frac{n_1}{n}=\frac{\sqrt{T_2}}{\sqrt{T_1}+\sqrt{T_2}},\qquad
\frac{n_2}{n}=\frac{\sqrt{T_1}}{\sqrt{T_1}+\sqrt{T_2}} .
\]

The colder stream is slower and must be denser to carry the same flux. Adding the energy densities and dividing by \(\tfrac32nk\),

\[
T=\frac{n_1T_1+n_2T_2}{n}
=\frac{\sqrt{T_2}\,T_1+\sqrt{T_1}\,T_2}{\sqrt{T_1}+\sqrt{T_2}}
=\frac{\sqrt{T_1T_2}\,(\sqrt{T_1}+\sqrt{T_2})}{\sqrt{T_1}+\sqrt{T_2}}
=\sqrt{T_1T_2}.
\]

Since \(f\) is independent of \(z\), so is \(T\).

In the example \(n_1/n_2=\sqrt{300/600}=0.707\). With \(n_1=n_2\) the total energy density would correspond to the arithmetic mean, but then the gas would drift towards the cold plate at 41 m/s, which closed plates do not allow.

## Second derivation: the time budget of one atom

Now follow a single atom. Its flights start alternately at plate 1 and plate 2. Faster atoms reach a surface more often, so the velocities at emission carry an extra factor \(v_z\). The normalized probability density, for \(v_z>0\) measured away from the plate, is

\[
P_i(\mathbf v)=\frac{m^2}{2\pi k^2T_i^2}\,v_z\,e^{-mv^2/2kT_i},
\]

because the integral over \(v_z\) gives \(kT_i/m\) and the two others together give \(2\pi kT_i/m\).

A flight lasts \(h/v_z\). Its mean duration is

\[
\tau_i=h\left\langle\frac1{v_z}\right\rangle
=h\,\frac{m}{kT_i}\int_0^\infty e^{-mv_z^2/2kT_i}dv_z
=h\,\frac{m}{kT_i}\cdot\frac12\sqrt{\frac{2\pi kT_i}{m}}
=h\sqrt{\frac{\pi m}{2kT_i}} .
\]

The energy must be weighted with the time for which the atom has it. The motion along the plates has mean energy \(kT_i\), independent of \(v_z\), and contributes \(kT_i\tau_i\). The normal motion contributes

\[
h\left\langle\frac{mv_z^2}{2}\frac1{v_z}\right\rangle
=\frac{mh}{2}\langle v_z\rangle
=\frac{mh}{2}\sqrt{\frac{\pi kT_i}{2m}}
=\frac{kT_i}{2}\,h\sqrt{\frac{\pi m}{2kT_i}}
=\tfrac12kT_i\tau_i ,
\]

where \(\langle v_z\rangle=(m/kT_i)\int_0^\infty v_z^2e^{-mv_z^2/2kT_i}dv_z=\sqrt{\pi kT_i/2m}\). Energy times duration thus averages to \(\tfrac32kT_i\tau_i\) per flight.

Over many flights, half start at each plate. Successive emissions are independent and the mean durations are finite, so the law of large numbers gives the long-time average energy \(\tfrac32kT\) with

\[
T=\frac{T_1\tau_1+T_2\tau_2}{\tau_1+\tau_2}
=\frac{\sqrt{T_1}+\sqrt{T_2}}{1/\sqrt{T_1}+1/\sqrt{T_2}}
=\sqrt{T_1T_2},
\]

because \(\tau_i\propto1/\sqrt{T_i}\). Within one flight the atom spends the same time \(dz/v_z\) in every layer of thickness \(dz\), with unchanged energy. Density and temperature are therefore uniform. All atoms share this long-time average, and in a steady state the average over the gas does not change with time, so the two agree.

For the example, \(\tau_i=2h/c_i\), where \(c_i=\sqrt{8kT_i/\pi m}\) is the mean speed in an equilibrium gas at \(T_i\). A model atom of 40 u has \(c_1=563.6\) m/s and \(c_2=398.5\) m/s, so \(\tau_1=0.710\) μs and \(\tau_2=1.004\) μs. Then

\[
T=\frac{600\times0.710+300\times1.004}{0.710+1.004}\ \text{K}\approx424\ \text{K}.
\]

If each flight counts once, whatever its duration, the result differs. Under \(P_i\), the mean of \(mv_z^2/2\) is \(kT_i\), and with the motion along the plates the mean energy is \(2kT_i\). The average over flights is

\[
\tfrac12(2kT_1+2kT_2)=k(T_1+T_2)=2k\times450\ \text{K}.
\]

The arithmetic mean thus describes atoms counted as they cross a plane; the geometric mean describes atoms present in a volume.

A simulation of bouncing atoms tests the steady state. In units with \(h=1\) and \(k/m=1\), 150,000 atoms flew between plates at temperatures 4 and 1 for a time of 80, starting from a Maxwellian at 2.5, the arithmetic mean. They ended at \(1.996\pm0.006\) (standard error), against a geometric mean of 2. In five equal layers the temperature lay between 1.980 and 2.016, with no trend from hot to cold.

## What the temperature does and does not describe

**Pressure.** In each stream \(\langle v_x^2\rangle=\langle v_y^2\rangle=\langle v_z^2\rangle=kT_i/m\). The three normal stresses are therefore equal, and

\[
p=k(n_1T_1+n_2T_2)=nk\sqrt{T_1T_2}.
\]

**Heat flux.** Each atom leaving plate \(i\) carries \(2kT_i\) on average, so the heat flux from plate 1 to plate 2 is \(q=2k\Gamma(T_1-T_2)\). Inserting \(n_1\) into \(\Gamma_1\),

\[
\Gamma=\frac{n\sqrt{T_1T_2}}{\sqrt{T_1}+\sqrt{T_2}}\sqrt{\frac{2k}{\pi m}},
\]

and writing \(T_1-T_2=(\sqrt{T_1}-\sqrt{T_2})(\sqrt{T_1}+\sqrt{T_2})\),

\[
q=nk\sqrt{T_1T_2}\;2\sqrt{\frac{2k}{\pi m}}\,(\sqrt{T_1}-\sqrt{T_2})=p\,(c_1-c_2).
\]

At 5 mTorr, or 0.667 Pa, this is \(0.667\times165\approx110\) W/m², or 11 mW/cm². Heat flows although the temperature has no gradient, so no local heat conductivity can describe this gas.

**Shape of the distribution.** A Maxwellian has \(\langle v^4\rangle=15(kT/m)^2\), and this also holds within each stream. Relative to a Maxwellian at \(\sqrt{T_1T_2}\), the gas has

\[
\frac{n_1T_1^2+n_2T_2^2}{n\,T_1T_2}
=\frac{T_1^{3/2}+T_2^{3/2}}{\sqrt{T_1T_2}\,(\sqrt{T_1}+\sqrt{T_2})}
=\frac{T_1+T_2}{\sqrt{T_1T_2}}-1 .
\]

The last step uses \(a^3+b^3=(a+b)(a^2-ab+b^2)\) with \(a=\sqrt{T_1}\), \(b=\sqrt{T_2}\). The ratio is 1.12 here. \(T\) measures energy and is not an equilibrium temperature.

**Small differences.** Let \(T_{1,2}=T_m\pm\Delta/2\). Then

\[
\sqrt{T_1T_2}=T_m\sqrt{1-\frac{\Delta^2}{4T_m^2}}\approx T_m-\frac{\Delta^2}{8T_m}.
\]

The two means agree to first order in \(\Delta\). For \(\Delta=300\) K the estimate gives 25 K, close to the full difference of 25.7 K.

## What each derivation assumes

Both derivations need free flight, wide plates and full accommodation. They differ in how the weights of the two streams arise. The first imposes zero net flux on a steady distribution. The second has no flux condition: a confined atom must alternate between the plates, and this does the same work. It needs independent emissions and a finite mean flight time. It also shows that a finite mean residence time on a plate would not matter in the steady state, since only time in the gap is counted.

If one plate absorbs atoms and the other supplies them, alternation fails. The two-stream distribution can still be used, with unequal fluxes, but the mean flow must then be subtracted in defining \(T\).

**Partly specular plates.** Let plate \(i\) re-emit a fraction \(a_i\) diffusely and reflect the rest like a mirror. A flight may now remember earlier ones, which complicates the time budget, while the first method needs only two linear equations. Let \(\phi_+\) and \(\phi_-\) be the distributions of the streams leaving plates 1 and 2, as functions of \(|v_z|\), \(v_x\) and \(v_y\). Let \(G_i\) be the half-Maxwellian at \(T_i\) that carries the common flux \(\Gamma\). Then

\[
\phi_+=a_1G_1+(1-a_1)\phi_-,\qquad \phi_-=a_2G_2+(1-a_2)\phi_+ .
\]

Substituting each equation into the other, with \(D=1-(1-a_1)(1-a_2)\),

\[
D\phi_+=a_1G_1+(1-a_1)a_2G_2,\qquad D\phi_-=a_2G_2+(1-a_2)a_1G_1,
\]

\[
D(\phi_++\phi_-)=w_1G_1+w_2G_2,\qquad w_1=a_1(2-a_2),\quad w_2=a_2(2-a_1).
\]

At fixed flux, \(G_i\) has a density proportional to \(1/\sqrt{T_i}\) and an energy density proportional to \(\sqrt{T_i}\). Hence

\[
T=\frac{w_1\sqrt{T_1}+w_2\sqrt{T_2}}{w_1/\sqrt{T_1}+w_2/\sqrt{T_2}} .
\]

Equal nonzero coefficients give \(w_1=w_2\) and again \(\sqrt{T_1T_2}\). The simulation, with 100,000 atoms and the same plates at 4 and 1, gave 1.994 for \(a_1=a_2=0.5\) (formula 2.000), and 3.212 for \(a_1=1\), \(a_2=0.3\) (formula 3.217).

**Incomplete energy exchange.** Suppose instead that all atoms leave diffusely, but at temperatures \(T_a\) (plate 1) and \(T_b\) (plate 2) set by incomplete exchange. Atoms reach plate 1 with mean energy \(2kT_b\) and leave with \(2kT_a\). If the plate achieves a fraction \(a_1\) of the full change \(2k(T_1-T_b)\), and plate 2 likewise a fraction \(a_2\), then

\[
T_a=a_1T_1+(1-a_1)T_b,\qquad T_b=a_2T_2+(1-a_2)T_a .
\]

Both derivations apply with the emission temperatures, so \(T=\sqrt{T_aT_b}\). For \(a_1=a_2=a\), elimination gives \(T_a=[T_1+(1-a)T_2]/(2-a)\), and \(T_b\) with 1 and 2 exchanged. As \(a\to0\), both approach \((T_1+T_2)/2\). The arithmetic mean is thus the limit of weak, equal energy exchange under this wall law.

## The gap in a sputtering tool

The example has the rough scale of a gap between a heated stage and a wafer: a few mTorr is common in sputtering, and a radius of 100 mm is a usual wafer size. The other inputs are round model values. Holding the wafer at 300 K opposite a stage at 600 K is far from typical and needs strong cooling: between black plates radiation would carry 689 mW/cm², about 60 times the gas heat flux. Radiation does not change \(T\) as long as the gas is transparent and the plate temperatures are held fixed.

The wall law can matter most, depending on the coefficients. Take \(a_1=0.9\) and \(a_2=0.8\) as illustrative values for real, imperfect surfaces. Partly specular plates then give 439 K, a shift of +15 K. Incomplete energy exchange gives \(T_a=576\) K, \(T_b=355\) K and \(T=452\) K, a shift of +28 K. This exceeds the difference between the two means, so a gas temperature near 450 K would not by itself show that atoms collide. (Nor does the collision-dominated limit give exactly 450 K: for a conductivity proportional to \(\sqrt T\) it gives 441 K averaged over atoms and 462 K at the midplane.) Sign and size of the shift depend on which plate accommodates better: with \(a_1=0.8\) and \(a_2=0.9\) the two wall laws give shifts of −15 K and −4 K.

Collisions matter less here. For hard spheres of diameter \(d=0.36\) nm, the estimate \(\lambda=1/(\sqrt2\pi d^2n)\) with \(n=1.14\times10^{14}\) cm⁻³ gives a mean free path of 15 mm, 76 times the gap. Their effect was computed with the BGK relaxation model, \(v_z\,\partial f/\partial z=\nu(f_M-f)\). Here \(f_M\) is the local Maxwellian and \(\nu\) is the mean speed at \(\sqrt{T_1T_2}\) divided by \(\lambda\). The mean temperatures in the four quarters of the gap, from hot to cold, become 428, 426, 424 and 421 K. Doubling the mesh from 20 to 40 cells moves them by about 0.0001 K. The choice of \(\nu\) matters far more: matching it to the hard-sphere viscosity makes it 0.8 times as large and gives 427.8, 425.7, 423.7 and 421.5 K. These values therefore stand for hard spheres only to about 1 K.

Among the 40 cell averages, the largest deviation from \(\sqrt{T_1T_2}\) is about 5 K, and about 0.9 K with ten times fewer collisions. At pressures of several Torr, as used for heat-transfer gas behind wafers, \(\lambda\) for this model atom would be well below this 0.2 mm gap and the collisionless result would not apply. Real backside gaps are usually much narrower and often filled with helium, whose mean free path is longer, so there \(\lambda/h\) must be evaluated case by case.

At the centre of the plates the open edge matters least. Without collisions, an atom at the centre of the midplane comes straight from the edge if the cosine of its angle to the plate normal is below about \(h/2R\), with \(R\) the plate radius. Directions are isotropic within each stream, so this is also the share of such atoms: 0.1 %. If they enter at 300 K and with the same density as the atoms they replace, they lower \(T\) by about \(0.001\times124\ \text{K}\approx0.1\) K. This estimate belongs to the collisionless model: in the example the path from the edge, about 100 mm, is much longer than the mean free path of 15 mm, so nearly all of these atoms would collide on the way. The numerical output lists the main values used here.

## Numbers as computed

```
Plate temperatures T1, T2: 600, 300 K
Gap: 0.20 mm; plate radius: 100 mm
Pressure in gap: 5.00 mTorr
Atom mass: 40 u; diameter: 0.36 nm
Geometric mean sqrt(T1 T2): 424.26 K
Kinetic temperature by quadrature: 424.26 K
Arithmetic mean: 450.00 K; excess: 25.74 K
Total density n: 1.1380e+14 cm^-3
Stream density n1 (from hot plate): 4.7139e+13 cm^-3
Stream density n2 (from cold plate): 6.6664e+13 cm^-3
Density ratio n1/n2: 0.7071
Mean speeds c1, c2: 563.6, 398.5 m/s
One-way particle flux: 1.3283e+18 cm^-2 s^-1
Heat flux, formula: 11.003 mW/cm^2
Heat flux, quadrature: 11.003 mW/cm^2
Mean energy per crossing / 2k: 450.00 K
<v^4> relative to Maxwellian: 1.1213
Net drift if n1 = n2: 41.27 m/s
Simulation, plates at 4 and 1 (reduced units):
  kinetic temperature: 1.996, standard error 0.006
  geometric, arithmetic mean: 2.000, 2.500
  temperature in 5 slabs, hot to cold: 2.016 1.986 1.993 1.980 2.005
  relative density in 5 slabs: 1.004 0.995 1.002 1.006 0.994
  diffuse shares 0.5, 0.5: simulated 1.994, formula 2.000
  diffuse shares 1.0, 0.3: simulated 3.212, formula 3.217
Mean free path: 15.26 mm; Knudsen number: 76.3
BGK temperature in 4 quarters, hot to cold: 428.48 425.98 423.55 420.99 K
BGK mesh shift, 20 to 40 cells: 0.0001 K
BGK largest deviation from sqrt(T1 T2): 5.45 K
Same with ten times fewer collisions: 0.85 K
Accommodation coefficients a1, a2: 0.9, 0.8
Diffuse-specular walls, gas temperature: 439.38 K, shift +15.12 K
Partial energy exchange, emission Ta, Tb: 575.51, 355.10 K
Partial energy exchange, gas temperature: 452.07 K, shift +27.80 K
Share of atoms at centre direct from edge: 0.100 %
Black-body radiative heat flux: 689.0 mW/cm^2
```
